# Cabrera–Mott Inverse Logarithmic Growth of Thin Oxides and Its High-Field Limits

## A film that almost stops growing

Take a model oxide film at 300 K, with rough parameters that give thicknesses like those of native films on aluminium. It is 1.34 nm thick after one second, 2.60 nm after one day and, if the model is continued that far, 4.71 nm after one year. The time has grown by a factor of about $3\times10^{7}$, the thickness by a factor of 3.5. Nothing in the model blocks the surface or uses up the metal. The slowing comes from a fixed potential drop spread over a growing thickness: the field falls, and the rate depends exponentially on the field.

## The model

A compact, uniform oxide of thickness $X$ covers a metal. Electrons pass through it and charge oxygen species at the outer surface negatively, until a potential drop $V>0$ stands between the metal and that surface. Four assumptions define the model.

- Electrons pass fast enough to keep $V$ fixed during growth.
- The oxide holds negligible space charge, so the field is uniform and points outward:

$$F=\frac{V}{X}. \tag{1}$$

- The slow step is the jump of a metal cation, of charge $ze$, from the metal surface into the oxide. Later jumps are easier.
- Jumps back into the metal are neglected.

Let $W$ be the injection barrier without field, and $a$ the distance from the well, where the ion starts, to the top of the barrier.

### The barrier in a field

With $x$ measured outward, the ion's energy is $U(x)=U_0(x)-zeFx$. The well $x_w$ and the top $x_t$ are stationary points of $U$, and the barrier is $W(F)=U(x_t)-U(x_w)$. Both points move with the field, but since $\partial U/\partial x=0$ there, their motion does not contribute to the first derivative:

$$\frac{dW(F)}{dF}=-ze\,(x_t-x_w). \tag{2}$$

At zero field $x_t-x_w=a$, so to first order

$$W(F)\simeq W-zeaF. \tag{3}$$

The length in (3) is the distance to the top, not the full jump length, which is $2a$ for a symmetric barrier.

The next term depends on the barrier's shape. For a cosine, $U_0=\tfrac12W[1-\cos(\pi x/a)]$, the stationary points satisfy

$$\sin\frac{\pi x}{a}=f,\qquad f=\frac{2zeaF}{\pi W}. \tag{4}$$

With $\theta=\arcsin f$ they are $x_w=a\theta/\pi$ and $x_t=a-a\theta/\pi$. The cosine equals $\cos\theta$ at the well and $-\cos\theta$ at the top, so $U_0$ rises by $W\cos\theta$ between them. The field does work $zeFa(1-2\theta/\pi)$ over the same distance. Since $zeFa=\pi Wf/2$, this work is $Wf(\pi/2-\theta)=Wf\arccos f$, and

$$W(F)=W\left[\sqrt{1-f^2}-f\arccos f\right]. \tag{5}$$

For small $f$, $\sqrt{1-f^2}\simeq1-f^2/2$ and $\arccos f\simeq\pi/2-f$. The bracket becomes $1-\pi f/2+f^2/2$, that is,

$$W(F)\simeq W-zeaF+\frac{2(zeaF)^2}{\pi^2W}. \tag{6}$$

The linear law therefore underestimates this barrier. I keep (3) for the derivation and return to the last term of (6) with numbers.

### The growth equation

Let $N_s$ be the number of injection sites per area and $\nu$ the attempt frequency. The cation flux is $N_s\nu\exp[-W(F)/kT]$. Each cation, once joined by oxygen, adds a volume $\Omega$ of oxide. With (1) and (3),

$$\frac{dX}{dt}=u_0\,e^{X_1/X},\qquad X_1=\frac{zeaV}{kT},\qquad u_0=N_s\Omega\nu\,e^{-W/kT}. \tag{7}$$

The length $X_1$ is the thickness at which the field lowers the barrier by just $kT$. High field means $X\ll X_1$. The quantity

$$y=\frac{X_1}{X}=\frac{zeaF}{kT} \tag{8}$$

measures the field in these units.

## Solution of the growth equation

Separating the variables in (7), with $X=0$ at $t=0$, gives

$$u_0t=\int_0^X e^{-X_1/x}\,dx. \tag{9}$$

Put $x=X/r$. Then $dx=-X\,dr/r^2$, the limits $0$ and $X$ become $\infty$ and $1$, and the minus sign reverses them:

$$u_0t=X\int_1^\infty\frac{e^{-yr}}{r^2}\,dr=X\,E_2(y),\qquad E_n(y)=\int_1^\infty\frac{e^{-yr}}{r^n}\,dr. \tag{10}$$

This solves (7) for every thickness, though (7) itself does not hold for every thickness. In particular, (3) fails for the thinnest films, which the integral includes. The damage is small because the integrand in (9) rises so steeply that almost all the time is spent near the final thickness. If growth starts from a film $X_0$, the left side of (10) becomes $u_0t+X_0E_2(X_1/X_0)$, which is a shift of the time origin. In the example below, starting at 1.2 nm instead of 0.6 nm changes the one-day thickness by $2\times10^{-7}$ nm.

### Bounds at high field

Replace $r$ by $1+r$ in (10) and multiply by $e^y$:

$$e^yE_2(y)=\int_0^\infty\frac{e^{-yr}}{(1+r)^2}\,dr. \tag{11}$$

Since $1+r<e^r$ for $r>0$, the integrand exceeds $e^{-(y+2)r}$, so $e^yE_2>1/(y+2)$. The same argument with one power of $1+r$ gives $e^yE_1>1/(y+1)$. Integrating $E_2$ by parts gives

$$E_2(y)=\left[-\frac{e^{-yr}}{r}\right]_1^\infty-y\int_1^\infty\frac{e^{-yr}}{r}\,dr=e^{-y}-yE_1(y), \tag{12}$$

so $e^yE_2=1-y\,e^yE_1<1-y/(y+1)=1/(y+1)$. Define

$$s(y)=y\,e^yE_2(y),\qquad \frac{y}{y+2}<s<\frac{y}{y+1}. \tag{13}$$

Thus $s\to1$ as $y\to\infty$, with a correction of order $1/y$. Setting $p=yr$ in (11) gives $s=\int_0^\infty e^{-p}(1+p/y)^{-2}dp$, which shows that $s$ increases with $y$.

## The inverse logarithmic law

Introduce the reduced time $\tau=u_0t/X_1$. Dividing (10) by $X_1$ gives $\tau=E_2(y)/y$. Multiplication by $y^2e^y$ turns the right side into $s$, and the logarithm is

$$y+2\ln y=\ln\frac1\tau+\ln s. \tag{14}$$

No approximation has been made since (7). At high field $\ln s$ is small. There are two ways to proceed.

**Lambert form.** Setting $s=1$ gives $y^2e^y=1/\tau$. The square root, divided by 2, is $(y/2)e^{y/2}=1/(2\sqrt\tau)$, so

$$X\simeq\frac{X_1}{2\,\mathcal W_0\!\left(1/(2\sqrt\tau)\right)}, \tag{15}$$

where $\mathcal W_0(q)$ is the positive solution of $\mathcal W e^{\mathcal W}=q$ for $q>0$. Because $-\ln s>0$ has been dropped and $y+2\ln y$ rises with slope above 1, the $y$ from (15) is too large by less than $-\ln s<\ln(1+2/y)$. The thickness from (15) is therefore slightly too small.

**Inverse logarithm.** The term $2\ln y$ varies slowly. Freeze it at a reference thickness $X_L$, and again set $s=1$:

$$y\simeq\ln\frac{X_1}{u_0t}-2\ln\frac{X_1}{X_L}.$$

Combining the logarithms and dividing by $X_1$ gives the Cabrera–Mott law,

$$\frac1X\simeq\frac1{X_1}\ln\frac{X_L^2}{X_1u_0t}. \tag{16}$$

It has the form $1/X=A-B\ln t$ with $B=1/X_1$. Subtracting (14) from it shows its error in $y$:

$$y_{(16)}-y=2\ln\frac{X_L}{X}-\ln s. \tag{17}$$

The second term is positive. The first is positive for $X<X_L$ and negative for $X>X_L$. So (16) gives too thin a film up to $X_L$, and too thick a film once $X$ is well beyond it.

### The true slope

From (7) and (10),

$$\frac{d(1/X)}{d\ln t}=-\frac{t}{X^2}\frac{dX}{dt}=-\frac{u_0t\,e^y}{X^2}=-\frac{e^yE_2(y)}{X}=-\frac{s}{X_1}. \tag{18}$$

A plot of $1/X$ against $\ln t$ is thus slightly curved, and flatter than $1/X_1$. If its local slope is read as $1/X_1$, the result is $X_1/s$, which by (13) is too large by a factor between $1+1/y$ and $1+2/y$. The straight line that touches the solution at $(t_L,X_L)$ is

$$\frac1X\simeq\frac1{X_L}-\frac{s_L}{X_1}\ln\frac{t}{t_L},\qquad s_L=s(X_1/X_L). \tag{19}$$

As the film thickens, $y$ and $s$ fall, so the true curve is convex and lies above this tangent. Equation (19) therefore overestimates $X$ on both sides of $t_L$.

## High-field limits

**Extreme high field.** Divide (14) by $y$ and let $y\to\infty$. The terms $2\ln y/y$ and $\ln s/y$ vanish, so

$$\frac{X}{X_1}\to\frac{1}{\ln(1/\tau)}\qquad(\tau\to0). \tag{20}$$

The leading correction to $\ln(1/\tau)/y$ is $2\ln y/y$, which falls slowly. The ratio is 1.0018 at $y=10^4$, a field far outside the model, but 1.45 at $y=10.96$, the value met in the example below. Equation (20) is a mathematical limit rather than a working formula.

**Vanishing barrier.** The linear barrier (3) reaches zero at

$$X_i=\frac{zeaV}{W}. \tag{21}$$

There (7) gives the barrier-free rate $N_s\Omega\nu$, and for thinner films it would give a still larger one, which has no meaning for activated jumps. The true barrier can outlast the linear one: by (5), a cosine barrier still has the height $0.21W$ at $X_i$ and vanishes only at $f=1$, where $X=2X_i/\pi$. Once the true barrier is gone, another step must control growth. The high-field regime is the window $X_i<X\ll X_1$, whose width is set by $X_1/X_i=W/kT$.

**Limiting thickness.** Choose a rate $u_m$ regarded as negligible. Setting $dX/dt=u_m$ in (7) gives $W-zeaV/X_L=kT\ln(N_s\Omega\nu/u_m)$, hence

$$X_L=\frac{zeaV}{W-kT\ln(N_s\Omega\nu/u_m)}. \tag{22}$$

This is a convention, since (7) never gives zero growth. The denominator is positive only below

$$T_c=\frac{W}{k\ln(N_s\Omega\nu/u_m)}. \tag{23}$$

Above $T_c$ even the zero-field rate $u_0$ exceeds $u_m$, and within (7) the criterion is never met. Near $T_c$, however, $X_L$ is no longer small against $X_1$, so this divergence lies outside the high-field regime; with the reverse jumps of (24) below, $X_L$ stays finite at every temperature.

**Leaving high field.** For $X\gg X_1$, (7) tends to the constant rate $u_0$. That is an artefact of dropping reverse jumps. If wells on both sides of a symmetric barrier are equally populated, the reverse jump faces $W+zeaF$, and the net rate is

$$\frac{dX}{dt}=u_0\left(e^y-e^{-y}\right)=2u_0\sinh\frac{X_1}{X}. \tag{24}$$

For $X\gg X_1$ the right side is $2u_0X_1/X$. Then $d(X^2)/dt=4u_0X_1$, and $X^2\simeq4u_0X_1t$: a parabolic law. Equal populations are an added assumption, suited to hopping inside a uniform oxide rather than to injection from a metal.

## Worked example

Take $z=3$, $a=0.15$ nm, $V=1.6$ V, $W=1.35$ eV, $T=300$ K, $N_s=10$ nm$^{-2}$, $\Omega=0.025$ nm$^3$ and $\nu=10^{13}$ s$^{-1}$. The negligible rate is one layer of 0.3 nm in $10^5$ s, so $u_m=3.0\times10^{-6}$ nm/s.

With $zeaV=3(0.15)(1.6)=0.720$ eV nm and $kT=0.02585$ eV,

$$X_1=\frac{0.720}{0.02585}=27.85\ \text{nm},\qquad X_i=\frac{0.720}{1.35}=0.53\ \text{nm}.$$

The barrier-free rate is $10(0.025)(10^{13})=2.5\times10^{12}$ nm/s, and $u_0=5.2\times10^{-11}$ nm/s. The logarithm in (22) is 41.26, and $41.26\,kT=1.067$ eV, so

$$X_L=\frac{0.720}{1.35-1.067}=2.54\ \text{nm}.$$

There $y=10.96$ and the field is 6.3 MV/cm. Since $E_2=s\,e^{-y}/y$, (10) can be written $t=sX^2/(X_1\,dX/dt)$. With $s_L=0.855$,

$$t_L=\frac{0.855\,(2.542)^2}{27.85\,(3.0\times10^{-6})}=6.6\times10^4\ \text{s},$$

about 18 hours. In the next $10^5$ s the film gains 0.20 nm, less than a layer because the rate keeps falling. The ionic current density at $X_L$ is $zeu_m/\Omega=5.8\times10^{-9}$ A/cm$^2$.

The table gives thicknesses in nm. The second column is the numerical root of (10).

| Time | (10) | (15) | (16) | (19) |
|---|---|---|---|---|
| 1 s | 1.337 | 1.331 | 1.254 | 1.362 |
| 1 h | 2.066 | 2.049 | 1.986 | 2.072 |
| 1 day | 2.596 | 2.564 | 2.568 | 2.596 |
| 30 days | 3.529 | 3.456 | 3.741 | 3.561 |
| 1 year | 4.709 | 4.556 | 5.632 | 4.899 |

Relative to (10), the frozen law (16) is 6% low at one second and 20% high at one year, with the signs that (17) predicts. The tangent (19) is high at both ends, by 2% and 4%. The bare limit (20), used at $t_L$, gives 1.75 nm instead of 2.54 nm.

Now treat the solution as data. An unweighted straight-line fit of $1/X$ against $\ln t$, at 40 times spaced evenly in $\ln t$ from one hour to 30 days, returns $X_1=32.8$ nm. This is 18% above the true 27.85 nm, though the data contain no noise. The local estimate at $X_L$ from (18) is $1/s_L=1.17$. A product $aV$ deduced from such a fit would carry the same 18% error. That figure belongs to the linear barrier (3): for growth over the cosine barrier (5) the same fit returns 29.9 nm, 7% high, because the well-to-top distance shrinks in the field.

## What the model leaves out

**Barrier curvature.** At $X_L$ the field lowers the barrier by 0.283 eV. For a cosine barrier, (5) puts back 0.012 eV, which multiplies the rate by 0.63. Integrating the growth equation numerically with (5) in place of (3) gives 2.48 nm after one day instead of 2.60 nm, a reduction of 4%.

**Reverse jumps.** By (24) their ratio to forward jumps is $e^{-2y}=3\times10^{-10}$ at $X_L$, for equal populations.

**Space charge.** Suppose that ions inside the oxide hop over barriers $U_h=1.00$ eV, with the same $a$ and $\nu$. Their density $n$ is flux divided by speed, and the field factors cancel:

$$n=\frac{N_s\nu\,e^{-(W-zeaF)/kT}}{2a\nu\,e^{-(U_h-zeaF)/kT}}=\frac{N_s}{2a}\,e^{-(W-U_h)/kT}=4.4\times10^{16}\ \text{cm}^{-3}. \tag{25}$$

By Gauss's law the field grows outward as $F(x)=F(0)+zenx/\varepsilon$. Its integral over the film must equal $V$, so $F(0)=V/X-zenX/(2\varepsilon)$. With relative permittivity 9, the field at the metal is reduced by a fraction $5\times10^{-4}$ at $X_L$, and the exponent $y$ by 0.006. This is negligible because $U_h$ was taken 0.35 eV below $W$. By (25), $n$ rises exponentially as that margin shrinks.

**Electron supply.** Growth at rate $dX/dt$ needs an electron current density $(ze/\Omega)\,dX/dt$. If electrons cross by tunnelling alone, a part $\delta V$ of the potential must drive them, and $V$ stays nearly fixed only while $\delta V$ is small. For a small drive, the conductance per area is

$$G=\frac{2e^2}{h}\int_0^\infty\frac{q\,dq}{2\pi}\exp\left[-2\int_0^X\sqrt{\frac{2m\phi(x)}{\hbar^2}+q^2}\;dx\right], \tag{26}$$

where $q$ is the wave number parallel to the film, the factor 2 counts spin, and the exponential is the semiclassical transmission. The assumed barrier $\phi$ rises linearly from 2.0 eV at the metal to 3.6 eV at the negative outer surface.

Numerical integration at $X_L$ gives $\delta V=4\times10^{-6}$ V for a tunnelling mass of 0.4 electron masses. For the free-electron mass, linear extrapolation gives 20 V. That is not a real voltage; it says that a drop of 1.6 V could not be maintained. The drive also exceeds $kT/e$ in the thinnest films, below 0.67 nm for the lighter mass and 0.78 nm for the heavier one, where the ionic current is very large; this affects only the first instants of growth. As the film thickens, the drive reaches $kT/e$ again at 3.6 nm for the lighter mass and at 2.0 nm for the heavier one. A loss of $kT/e$ from $V$ lowers $y$ by $za/X$, here 0.12 and 0.23, so these thicknesses mark the onset of failure; beyond them the drive rises steeply. Even with the lighter mass, then, the 30-day thickness lies near the edge of the model and the one-year thickness beyond it. With the heavier mass the fixed drop already begins to fail within about an hour. Conduction through defects, not included here, would add to the supply. These numbers are rough: (26) takes the prefactor of the transmission as 1 and treats the outer surface as a metal-like continuum of states. Matching the wave function exactly to free-electron leads with Fermi energy 11.7 eV on both sides changes the drives at $X_L$ to $1\times10^{-6}$ V and 8 V, and the onset thicknesses to 3.8 nm and 2.1 nm.

**Temperature and breakdown.** With all other parameters fixed, $X_L$ rises from 2.54 nm at 300 K to 3.39 nm at 320 K, and $T_c$ of (23) is 380 K; with (24) in place of (7), $X_L$ is still finite at 385 K, about 78 nm. The denominator of (22) is a small difference of large energies, which also makes $X_L$ sensitive to $W$. Below 1.6 nm the field exceeds 10 MV/cm, a rough scale for breakdown of good oxide films. The model contains no breakdown process, so the first 44 s of the example, including the one-second thickness of 1.34 nm at 12 MV/cm, lie where it may not apply to a real film.

### Beside a real aluminium surface

Native films on aluminium in dry air near room temperature are typically a few nanometres thick, and the example falls in that range. This is not a prediction, because $W$, $a$ and $V$ are rough effective values, and a shift of 0.03 eV in $W$ alone moves $X_L$ by about 10%. The fixed potential drop is also in doubt for thicker films: if electrons cross only by tunnelling, it begins to fail at 3.6 nm or at 2.0 nm for the two masses tried, after which growth should be slower than (10). Moist air and aqueous solutions add hydration and dissolution. In an electrolyte the electrode potential also helps to set $V$, and a steady film can result from growth balanced by dissolution, which (7) does not describe.

Numerical values quoted here were computed with a short program.
